\section*{Aggregation with Constant Merging Rate and Steady Monomer Input, part 2}

Monomers, the deposited units, land at random on an initially empty surface at a constant rate $F$ per unit area and time. Clusters merge irreversibly and neither break up nor evaporate; direct landing on clusters is neglected. Let $n_s(t)$ be the number of clusters of $s$ monomers per unit area, and $N=\sum_{s\ge1}n_s$ the density of all clusters. In the mean-field model, one given cluster merges with clusters of size $j$ at the rate $Kn_j$, where the constant $K$ (area per time) is independent of both sizes:
\begin{equation}
\frac{dn_s}{dt}=\frac K2\sum_{i+j=s}n_in_j-KNn_s+F\delta_{s1}.
\label{eq:rate}
\end{equation}
The deposited amount is $M_1=\sum_{s\ge1}s\,n_s=Ft$. With the dimensionless time $\tau=t\sqrt{FK/2}$, the total density is
\begin{equation}
N(t)=N_\infty\tanh\tau .
\label{eq:tanh}
\end{equation}
Its long-time plateau is
\begin{equation}
N_\infty=\sqrt{\frac{2F}{K}} .
\label{eq:Ninf}
\end{equation}
At fixed $s$ and long time, $n_s$ tends to the steady form
\begin{equation}
n_s^\infty=\frac{N_\infty}{(2s-1)4^s}\binom{2s}{s}.
\label{eq:closed}
\end{equation}
Half of all clusters are then single monomers. For large $s$ this becomes a power law:
\begin{equation}
n_s^\infty=\frac{N_\infty}{2\sqrt\pi}\,s^{-3/2}
\left[1+\frac{3}{8s}+O(s^{-2})\right],
\qquad
\frac{N_\infty}{2\sqrt\pi}=\sqrt{\frac{F}{2\pi K}} .
\label{eq:power}
\end{equation}
At finite time, with $a_k=(k+\tfrac12)\pi$ and $s\ge1$,
\begin{equation}
n_s(t)=\frac{2N_\infty}{\tau^3}\sum_{k\ge0}a_k^2
\left(1+\frac{a_k^2}{\tau^2}\right)^{-(s+1)} .
\label{eq:nst}
\end{equation}
For large $s$ at fixed $\tau$ the term $k=0$ dominates. For $\tau\gg1$ it gives an exponential cutoff at the size
\begin{equation}
s_c=\frac{4\tau^2}{\pi^2}.
\label{eq:sc}
\end{equation}
A simulation that merges individual clusters at random, without using the rate equations, agreed with the predicted plateau density and with the fractions of clusters of sizes 1 and 2. It is listed as "random merging" in the numerical output. Two questions remain: how far the power law reaches at a given time, and when a constant $K$ describes clusters that diffuse on a surface.

\subsection{The range of the power law}

Let $s$ and $\tau$ both be large, with $u=s/\tau^2$ fixed. Then $(1+a_k^2/\tau^2)^{-(s+1)}\to e^{-a_k^2u}$. The sum over $k\ge0$ is half the sum over all integers, because the terms are even in $a$. Poisson's summation formula turns it into
\begin{equation}
\sum_{k\ge0}a_k^2e^{-a_k^2u}=\frac1{2\pi}\sum_{m=-\infty}^{\infty}(-1)^m
\int_{-\infty}^{\infty}a^2e^{-ua^2+2ima}\,da ,
\label{eq:poisson}
\end{equation}
where $(-1)^m$ comes from the shift by $\tfrac12$ in $a_k$. The integral is minus the $u$-derivative of the Gaussian integral $\sqrt{\pi/u}\,e^{-m^2/u}$:
\begin{equation}
\int_{-\infty}^{\infty}a^2e^{-ua^2+2ima}\,da
=\frac{\sqrt\pi}{2u^{3/2}}\left(1-\frac{2m^2}{u}\right)e^{-m^2/u}.
\label{eq:gauss}
\end{equation}
Inserting this into \eqref{eq:nst} and using $\tau^3u^{3/2}=s^{3/2}$, we find
\begin{align}
n_s(t)&\simeq\frac{N_\infty}{2\sqrt\pi}\,s^{-3/2}R(u),\nonumber\\
R(u)&=1+2\sum_{m\ge1}(-1)^m\left(1-\frac{2m^2}{u}\right)e^{-m^2/u}.
\label{eq:R}
\end{align}
For small $u$ the term $m=1$ gives $R-1\simeq(4/u-2)e^{-1/u}$, which is smaller than any power of $u$. The power law thus holds for $1\ll s\ll\tau^2$.

The leading deviation is positive. Before the cutoff the distribution rises above the power law. Near the cutoff the term $k=0$ dominates the left side of \eqref{eq:poisson}, and $R\simeq\pi^{5/2}u^{3/2}e^{-\pi^2u/4}$. This form is largest at $u=6/\pi^2\simeq0.61$, where it equals 1.85. The hump lies at $s\simeq1.5\,s_c$.

\subsection{Two mean sizes}

The mean over clusters is $Ft/N$. Since $N_\infty\tau=Ft$, it equals $\tau/\tanh\tau$. The mean over the deposited material weights each cluster by its size and needs $M_2=\sum s^2n_s$. A merger of $i$ and $j$ raises $M_2$ by $(i+j)^2-i^2-j^2=2ij$, so
\begin{equation}
\frac{dM_2}{dt}=F+\frac K2\sum_{i,j}2ij\,n_in_j=F+K(Ft)^2 .
\label{eq:M2}
\end{equation}
Integration gives $M_2=Ft+KF^2t^3/3$. Division by $M_1=Ft$, with $KFt^2=2\tau^2$, yields
\begin{equation}
\frac{M_2}{M_1}=1+\frac{2\tau^2}{3}.
\label{eq:mean}
\end{equation}
For $\tau\gg1$ the first mean grows as $t$ and the second as $t^2$. Most clusters are small, while most of the material is in clusters of the order of the cutoff size; in the example below nearly two thirds of it lies within a factor of three of $s_c$.

\subsection{The merging constant for diffusing clusters}

Let all clusters diffuse with the same diffusivity $D$. Seen from one cluster, another moves with the relative diffusivity $2D$. They merge when their centres come within a contact distance $d$. The stationary density around the chosen cluster obeys Laplace's equation in the plane and vanishes at $r=d$. In two dimensions its solution grows as a logarithm and has no finite limit far away, so an outer radius is needed. We take the radius of the area per cluster, $L=1/\sqrt{\pi N_\infty}$, and set the density there to its mean value $n$:
\begin{equation}
c(r)=n\,\frac{\ln(r/d)}{\ln(L/d)} .
\label{eq:c}
\end{equation}
The inward flow through the contact circle is $2\pi d\cdot2D\,c'(d)$. Equating it to $Kn$ gives
\begin{equation}
K=\frac{4\pi D}{\ln(L/d)} .
\label{eq:K}
\end{equation}
Another reasonable choice of $L$ would change the logarithm by a constant of order one.

Because $L$ depends on $N_\infty$, equations \eqref{eq:Ninf} and \eqref{eq:K} are solved together. The square-root law then acquires a small correction. Write $\Lambda=\ln(L/d)$, so that $N_\infty^2=F\Lambda/(2\pi D)$ and $d\Lambda=-\tfrac12\,d\ln N_\infty$. At fixed $D$ and $d$,
\begin{equation}
\frac{d\ln N_\infty}{d\ln F}=\frac12\left(1+\frac1{4\Lambda}\right)^{-1}.
\label{eq:expo}
\end{equation}

\subsection{A worked example}

Consider preformed antimony clusters a few nanometres across, landing on graphite near room temperature. One such cluster is the monomer. The inputs are rough: $d=5$~nm, $D=10^{-8}$~cm$^2$/s at 300~K, $F=10^9$~cm$^{-2}$s$^{-1}$ and $t=5$~s. The joint solution has $L=350$~nm and $\Lambda=4.25$, so
\begin{align}
K&=\frac{4\pi\times10^{-8}}{4.25}=2.96\times10^{-8}\ \text{cm}^2/\text{s},\nonumber\\
N_\infty&=\sqrt{\frac{2\times10^9}{2.96\times10^{-8}}}
=2.6\times10^8\ \text{cm}^{-2},
\label{eq:ex}
\end{align}
or 2.6 clusters per square micrometre. The time unit $1/\sqrt{FK/2}$ is 0.26~s and $\tau=5/0.26=19.2$. The plateau has been reached. The mean size is 19 monomers, the mean weighted by material is $1+\tfrac23(19.2)^2\simeq247$, and $s_c=150$.

The rate equations \eqref{eq:rate} were integrated for these inputs with sizes up to 4096, taking $N$ as the sum of the $n_s$. The total agrees with \eqref{eq:tanh} within $2\times10^{-9}N_\infty$ throughout. For $5\le s\le1000$ the final densities agree with \eqref{eq:nst} to a relative $1.3\times10^{-11}$. Some of them are, in cm$^{-2}$:
\begin{center}
\begin{tabular}{rcc}
$s$ & $n_s$ at 5 s & power law\\
1 & $1.30\times10^8$ & $7.34\times10^7$\\
10 & $2.41\times10^6$ & $2.32\times10^6$\\
30 & $4.52\times10^5$ & $4.46\times10^5$\\
100 & $9.67\times10^4$ & $7.34\times10^4$\\
1000 & $2.32\times10^2$ & $2.32\times10^3$
\end{tabular}
\end{center}
Between $s=10$ and $s=30$ the logarithmic slope is $-1.52$; the excess over $-3/2$ comes mostly from the correction $3/(8s)$ in \eqref{eq:power}. At $s=100$ the hump already adds about 30\%. At $s=185$, where $u=0.50$, the ratio to the power law is 1.80, as \eqref{eq:R} gives. By \eqref{eq:power} and \eqref{eq:R}, the density below the cutoff stays within about 4\% of the power law only from $s=10$ to about $s=55$, less than a decade, even though $N$ has long been constant.

\subsection{What the model leaves out}

Spatial correlations were sized with walkers on a periodic lattice of $300\times300$ sites. In each step a walker stays with probability one half and otherwise moves to one of the four neighbouring sites at random, and walkers merge on meeting. The input was chosen to give the same $\Lambda$ as in the example. One run, averaged from $\tau=5$ to $\tau=25$, gave $N/N_\infty=1.03$ and $n_1/N=0.47$. The mean-field density is thus within a few per cent in this run. Since $N_\infty\propto\sqrt\Lambda$, however, a change of $\Lambda$ by one through another choice of $L$ would shift it by roughly 10\%, so the close agreement may be partly accidental. The run recorded only the total density and the monomer fraction. It does not test the densities of larger clusters, which correlations can shift by more than a few per cent. The monomer fraction is lower than one half. A possible reason, not tested here, is that a new monomer lands at random, while an older cluster has survived in a neighbourhood poorer in partners.

The equal mobility of all sizes is a much stronger assumption. To size it, replace $K$ by $K(m_i+m_j)/2$, where $m_s$ is the mobility relative to a monomer, and hold $F$, $K$ and $t$ fixed. If friction grows with the contact area of a compact cluster, $m_s=s^{-2/3}$. The density is then $1.38N_\infty$, and the slope between $s=10$ and $s=30$ is $-0.67$. For a branched island whose units all touch the surface, $m_s=s^{-1}$ gives $1.57N_\infty$ and a slope of $-0.58$. These are local slopes at 5~s, not asymptotic exponents. The density changes moderately, but the $-3/2$ law is lost in this range.

In the extreme case only monomers move, and the density at 5~s is $3.3N_\infty$. There is then no plateau. Immobile islands never merge with each other, and pairs of monomers keep forming new ones.

The other effects can be sized one by one, with the remaining inputs held fixed.

\emph{Contact distance.} Larger clusters touch at a larger distance. For two compact clusters of size $s_c$, taking $d\,s_c^{1/3}$ in \eqref{eq:K} raises $K$ by a factor 1.6. For branched islands with an assumed radius growing as $s^{1/1.7}$ the factor is 3.3; the logarithm is then close to one and \eqref{eq:K} is only a rough guide. Most clusters are far smaller than $s_c$, so these factors overstate the effect on the typical merger. The size dependence still matters for the shape of the distribution. For compact clusters of equal mobility, with the contact distance $d(i^{1/3}+j^{1/3})/2$ in \eqref{eq:K} and $L$ fixed, the density at 5~s falls by about 5\% and the slope between $s=10$ and $s=30$ steepens from $-1.52$ to about $-1.58$.

\emph{Direct landing.} For compact clusters, a fraction $5\times10^{-4}$ of the input lands on existing clusters, which is negligible.

\emph{Traps.} Surface defects can hold clusters. Since a trap does not move, the relative diffusivity is $D$ instead of $2D$, and $\tfrac12K$ times the trap density is a first estimate of the rate at which a cluster meets traps. An assumed $10^6$~cm$^{-2}$ then gives a probability $1-e^{-0.074}=7\%$ of being trapped within 5~s. This is too high, because such traps are micrometres apart: the logarithm in \eqref{eq:K} should be about 7 instead of 4.25, which lowers the probability to 4--5\%.

\emph{Temperature.} With a rough diffusion barrier of 0.7~eV, a rise of 10~K multiplies $D$ by 2.4 and $N_\infty$ by 0.66. The exponent in \eqref{eq:expo}, here 0.47, accounts for this: $2.4^{-0.47}=0.66$.

For a real deposit of this kind, the inputs above are orders of magnitude, and $D$ in particular depends on cluster size, substrate quality and temperature. The assumption most in doubt is that a merged island moves as fast as a single deposited cluster. In the cases above, with $K$ and the contact distance held fixed, giving it up raises the density by a factor between 1.4 and 3.3 at 5~s and changes the size distribution qualitatively. The larger contact distance of grown islands speeds up merging and lowers all these densities somewhat. It lowers the equal-mobility density too, so the ratio to that density need not fall: for compact clusters it changes by about 2\% or less, downward when merged clusters move slowly and upward when only monomers move. A longer deposit also strains the assumption of a fixed contact distance. After one minute $\tau$ would be 12 times larger and $s_c$ 144 times larger, about $2\times10^4$ monomers. Two compact clusters of that size would touch at a distance of about 140~nm, no longer small compared with $L=350$~nm. The example is therefore the limit of equal mobility, not a prediction for antimony. A measured exponent near $-3/2$ would be consistent with that limit but would not by itself establish it. The full numerical output follows the text.

\section*{Numbers as computed}
\begin{verbatim}
monomer diameter d = 5.0 nm
diffusivity D = 1.0e-08 cm2/s at T = 300 K
input F = 1.0e+09 cm-2 s-1, time t = 5.0 s
outer radius L = 349.9 nm, ln(L/d) = 4.248
merging constant K = 2.9581e-08 cm2/s
plateau density Ninf = 2.6002e+08 cm-2 = 2.600 um-2
time unit 1/sqrt(FK/2) = 0.2600 s, tau = 19.229
deposited monomers F t = 5.00e+09 cm-2
cluster density at t, integrated = 2.6002e+08 cm-2
number-mean size = 19.23 monomers
mass-weighted mean size = 247.5 monomers
cutoff size s_c = 149.9, tau^2 = 369.8
s, n_s integrated (cm-2), steady form (cm-2), power law (cm-2)
    1 1.3001e+08 1.3001e+08 7.3351e+07
    2 3.2503e+07 3.2503e+07 2.5933e+07
    3 1.6251e+07 1.6251e+07 1.4116e+07
   10 2.4113e+06 2.4113e+06 2.3196e+06
   30 4.5235e+05 4.5208e+05 4.4640e+05
  100 9.6680e+04 7.3627e+04 7.3351e+04
  300 2.4377e+04 1.4134e+04 1.4116e+04
 1000 2.3179e+02 2.3204e+03 2.3196e+03
log slope between s=10 and 30 = -1.5233
hump at s = 185: n_s/power law = 1.7979
hump from large-size formula = 1.8023
tail decay rate times s_c = 0.99668
largest error of N/Ninf against tanh = 2.0e-09
largest relative error, steady n_s, s<=10 = 2.0e-08
largest relative error, n_s(t), s=5..1000 = 1.3e-11
random merging: N/Ninf = 0.9990
random merging: n1/N = 0.4998, n2/N = 0.1239
lattice walkers: N/Ninf = 1.028, n1/N = 0.466
neglected effects:
mobility s^(-2/3): N/Ninf = 1.378, slope = -0.672
mobility s^(-1): N/Ninf = 1.573, slope = -0.581
only monomers move: N/Ninf = 3.332
K factor from contact size at s_c, compact = 1.648
K factor from contact size at s_c, branched = 3.265
fraction of input landing on clusters = 4.56e-04
assumed trap density = 1.0e+06 cm-2
trapping probability during t = 0.0713
barrier = 0.70 eV; 10 K warmer: D factor = 2.395
10 K warmer: Ninf factor = 0.662
\end{verbatim}
